# Cubic capillary smoothing of a surface ripple by bulk diffusion

## The power of q from dimensions

A crystal fills the region \(z<h(x,t)\). Above it lies a fluid that holds dissolved growth units and can exchange them with the crystal. The surface carries a weak ripple \(h=a\cos qx\), with \(aq\ll1\), whose amplitude decays as \(e^{-\sigma t}\). How does \(\sigma\) depend on \(q\)?

Raising the whole surface costs no surface energy, and a uniform tilt leaves all points of the surface equivalent. The driving force therefore starts with the curvature \(h_{xx}\) (subscripts denote derivatives). Curvature acts through a capillary length \(\Gamma\), defined below, which multiplies it to give a relative change of the equilibrium concentration.

Transport in the fluid is described by its diffusivity \(D\), a length squared per time, and by the dimensionless solute content \(\Omega c_0\). Here \(c_0\) is the saturation concentration and \(\Omega\) the crystal volume per growth unit. For small driving and dilute solute, the rate is linear in \(\Gamma\), \(\Omega c_0\) and \(D\). If the wavelength is the only other length that matters, then

\[
\sigma=\text{number}\times D\,\Omega c_0\,\Gamma\,q^3 ,
\]

because \(D\Gamma\) has the dimension length cubed per time.

Diffusion along the surface is different. Its carriers are counted per area, by a density \(\nu_s\), so \(\Omega\nu_s\) is a length, where \(\Omega c_0\) was a pure number. One more power of \(q\) is needed, and the rate goes as \(q^4\).

The argument leaves the number open. It also fails when another length enters, such as the depth of the fluid. Both points need the actual solution.

## Simple case: deep fluid, fast attachment

**Driving force.** Let \(\gamma(\theta)\) be the surface free energy per area at orientation \(\theta=\arctan h_x\), measured from the mean surface. Per unit length along the ripple,

\[
F=\int\gamma(\theta)\sqrt{1+h_x^2}\,dx .
\]

To second order in slope, \(\gamma(\theta)=\gamma+\gamma'h_x+\tfrac12\gamma''h_x^2\) and the root is \(1+\tfrac12h_x^2\). Their product is

\[
\gamma+\gamma'h_x+\tfrac12(\gamma+\gamma'')h_x^2 .
\]

The middle term integrates to zero over a period. With the stiffness \(\tilde\gamma=\gamma+\gamma''\), a small change \(\delta h\) gives

\[
\delta F=\int\tilde\gamma\,h_x\,\delta h_x\,dx=-\int\tilde\gamma\,h_{xx}\,\delta h\,dx ,
\]

after integration by parts. One added unit has volume \(\Omega\), so its excess chemical potential is

\[
\mu=-\Omega\tilde\gamma h_{xx}.
\]

This requires a smooth \(\gamma(\theta)\), hence a rough or vicinal surface. A facet has a cusp in \(\gamma\) and no finite stiffness.

As a test, take \(\gamma=1+0.02\cos4\theta\). The formula gives \(\tilde\gamma=1+0.02-16(0.02)=0.7000\). Numerical differentiation of a discretized surface energy gives 0.6999.

**Surface concentration.** In a dilute solution the chemical potential varies as \(k_BT\ln c\). If attachment is fast, the fluid at the surface is in equilibrium with the crystal, so \(c=c_0e^{\mu/k_BT}\). To first order,

\[
c_{\rm eq}=c_0(1-\Gamma h_{xx})=c_0(1+\Gamma q^2h),\qquad
\Gamma=\frac{\tilde\gamma\,\Omega}{k_BT}.
\]

The second form uses \(h_{xx}=-q^2h\). Fluid over a crest holds more solute than fluid over a trough.

**Field in the fluid.** Suppose that the concentration adjusts much faster than the surface moves. Then \(\nabla^2c=0\). Writing \(c=c_0+C(z)\cos qx\) gives \(C''=q^2C\), and in a deep fluid the decaying solution is \(C=C_se^{-qz}\). Imposing the surface value at \(z=0\) instead of \(z=h\) changes the excess by a relative amount of order \(qh\), which is negligible at first order in \(a\). Hence \(C_s=c_0\Gamma q^2a\).

**Solute balance.** The upward flux is \(-D\,\partial c/\partial z\), so the flux into the crystal is \(+D\,\partial c/\partial z\). Each arriving unit adds a volume \(\Omega\):

\[
\frac{\partial h}{\partial t}=\Omega D\left.\frac{\partial c}{\partial z}\right|_{0}
=-\Omega D\,q\,(c_0\Gamma q^2)\,h .
\]

With the transport length \(L=\Omega c_0\Gamma\),

\[
\boxed{\;\sigma=DLq^3=\frac{D\,c_0\,\tilde\gamma\,\Omega^2}{k_BT}\,q^3\;}
\]

The open number is 1. Two powers of \(q\) come from the curvature. The third comes from the concentration gradient, since the disturbance reaches a height \(1/q\) into the fluid. Crests dissolve and troughs fill through a region whose thickness grows with the wavelength.

**Limit of small slope.** Solving the Laplace problem above the curved surface itself, with isotropic tension and \(aq=0.05\), gives an initial rate for the first harmonic that is lower than \(DLq^3\) by the fraction \(0.624\,(aq)^2\). The linear result is thus recovered quadratically as the slope vanishes.

**Several wavelengths.** The equations are linear in \(h\), so each Fourier component decays independently, with \(q\) read as \(|q|\). After a time \(t\), components with \(DL|q|^3t\gg1\) have gone. The shortest surviving wavelength therefore grows as \(t^{1/3}\), whereas a \(q^4\) law gives \(t^{1/4}\).

## Adding diffusion along the surface

Mobile units on the surface, with density \(\nu_s\) and diffusivity \(D_s\), drift down the gradient of \(\mu\). Their current per unit length and the resulting motion are

\[
j=-\frac{D_s\nu_s}{k_BT}\,\mu_x,\qquad
\frac{\partial h}{\partial t}=-\Omega j_x=\frac{\Omega D_s\nu_s}{k_BT}\,\mu_{xx}
=-D_s\nu_s\Omega\Gamma\,h_{xxxx}.
\]

For the ripple \(h_{xxxx}=q^4h\), so this channel alone gives \(\sigma_s=D_s\nu_s\Omega\Gamma q^4\). Two powers of \(q\) come from the curvature as before. The other two come from the divergence of a current confined to a layer of fixed capacity.

If surface and fluid share the same local chemical potential, each channel responds to the same \(\mu\), and their contributions to \(\partial h/\partial t\) add:

\[
\sigma=DLq^3(1+\ell q),\qquad \ell=\frac{D_s\nu_s}{Dc_0}.
\]

Bulk diffusion dominates for wavelengths well above \(2\pi\ell\), and surface diffusion well below.

A thin, fast fluid layer next to the crystal provides a test. Let its thickness be \(0.001/q\) and its diffusivity \(50D\). It holds \(\nu_s=c_0\times0.001/q\) units per area, so \(\ell q=50\times0.001=0.05\) and the predicted rate is 1.05000 times the bulk rate. Integrating the diffusion equation through the layer gives 1.04998. To first order in the thickness \(d\), a layer of diffusivity \(fD\) multiplies the rate by \(1+qd(f-1/f)\), so it acts as a separate surface channel only when \(f\gg1\); for \(f=1\) it adds nothing.

## Finite depth and finite attachment

Now let the fluid have depth \(H\). If its far wall is closed, then \(C'(H)=0\) and

\[
C=C_s\frac{\cosh q(H-z)}{\cosh qH},\qquad C'(0)=-qTC_s,\qquad T=\tanh qH .
\]

If the far boundary is a reservoir held at \(c_0\), then \(C(H)=0\). The hyperbolic cosines become sines, and \(T=\coth qH\).

Let attachment also be finite, with a net flux into the crystal proportional to the local supersaturation:

\[
D\left.\frac{\partial c}{\partial z}\right|_0=k(c_s-c_{\rm eq}).
\]

For the ripple amplitudes this reads \(-DqTC_s=k(C_s-C_{\rm eq})\), with \(C_{\rm eq}=c_0\Gamma q^2a\). Solving for the surface value,

\[
C_s=\frac{C_{\rm eq}}{1+qTD/k}.
\]

Since \(\partial h/\partial t=-\Omega DqTC_s\cos qx\), the rate without surface diffusion is

\[
\sigma=\frac{DLq^3\,T}{1+qTD/k}.
\]

Its limits show where the cubic law holds and what replaces it:

- **Deep fluid, fast attachment.** For \(qH\gg1\) and \(qD/k\ll1\), \(T\to1\) and \(\sigma=DLq^3\).
- **Shallow closed fluid.** For \(qH\ll1\), \(T\simeq qH\). If attachment is fast enough that \(q^2HD/k\ll1\), then \(\sigma=D(c_0H)\Omega\Gamma q^4\). This is the surface-diffusion law with \(\nu_s=c_0H\). The whole fluid has become a layer of fixed capacity.
- **Shallow fluid under a reservoir.** Here \(T\simeq1/(qH)\), and if \(D/(kH)\ll1\), then \(\sigma=DLq^2/H\). Crests exchange solute with the reservoir across the fixed distance \(H\).
- **Slow attachment to a deep fluid.** For \(qD/k\gg1\), \(\sigma=kLq^2\). The gradient no longer limits the rate, and its power of \(q\) disappears.

These exponents can be tested without assuming a quasistatic field. The time-dependent diffusion equation, coupled to the moving surface, is discretized in \(z\), and its slowest decay rate is found by diagonalization. In units with \(D=1\), take \(L=10^{-4}\) (\(10^{-3}\) for slow attachment), so that \(Lq\ll1\), and let \(q\) double from 1 to 2. A larger \(L\) lowers the deep-fluid exponent, to 2.857 at \(L=0.2\), for the reason given in the next section. The effective exponents are 3.000 for \(H=12\), 3.996 for a closed layer with \(H=0.05\), and 2.004 for the same depth under a reservoir. For slow attachment, with \(D/k=100\) and \(H=12\), the exponent is 2.007.

## Relaxing the quasistatic assumption

Return to the deep fluid with fast attachment, but keep \(\partial c/\partial t\). If everything decays as \(e^{-st}\), the diffusion equation becomes

\[
-sC=D(C''-q^2C).
\]

Its decaying solution is \(C\propto e^{-\kappa z}\) with \(\kappa^2=q^2-s/D\). The surface gradient is now \(-\kappa C_s\), so \(s=DLq^2\kappa\).

Define \(y=s/(DLq^3)\) and \(\varepsilon=Lq\). Then \(y=\kappa/q\) and \(s/(Dq^2)=\varepsilon y\), which gives \(y^2=1-\varepsilon y\). The positive root is

\[
\frac{s}{DLq^3}=\sqrt{1+\frac{\varepsilon^2}{4}}-\frac{\varepsilon}{2}\simeq1-\frac{Lq}{2}.
\]

The quasistatic step therefore requires \(Lq\ll1\). This number is also the ratio of the predicted decay rate \(DLq^3\) to the diffusive relaxation rate \(Dq^2\). At \(Lq=0.2\) the formula gives 0.9050, as does the diagonalization.

## A crystal that is growing

Suppose the mean surface advances at speed \(V\), fed by a concentration gradient \(G=V/(\Omega D)\). In the frame of the surface, motion through the fluid can be neglected if \(V\ll Dq\). The concentration is \(c_0+Gz+C_se^{-qz}\cos qx\). At \(z=h\) it must equal \(c_0(1+\Gamma q^2h)\), so to first order

\[
C_s\cos qx=(c_0\Gamma q^2-G)h .
\]

The ripple obeys \(\partial h/\partial t=-\Omega DqC_s\cos qx\), or

\[
\frac{\partial h}{\partial t}=(Vq-DLq^3)\,h .
\]

Crests reach into richer solution and grow faster, which opposes capillarity. The ripple decays if \(V<DLq^2\). At this limiting speed \(V/(Dq)=Lq\), so neglecting the motion is consistent whenever the quasistatic step is. For \(V=0\) the cubic law returns.

## Numbers for PbTe under a lead melt

Consider a vicinal PbTe surface below a Te-saturated lead melt at 800 K, held without net growth. The ripple runs across the steps, so its slope alternately adds to the miscut and subtracts from it. Te is the dilute growth unit and Pb the solvent. The material inputs are rough typical or trial values: \(\tilde\gamma=0.20\) J/m², \(D=3.0\times10^{-5}\) cm²/s (that is, \(3.0\times10^{9}\) nm²/s), a Te atomic fraction of 0.010, a melt density of 10.4 g/cm³ and a lattice constant of 0.65 nm.

The cubic cell holds four formula units, so \(\Omega=0.65^3/4=0.0687\) nm³. The melt density and Te fraction give \(c_0=0.302\) nm⁻³. The stiffness gives \(\Gamma=\tilde\gamma\Omega/k_BT=1.24\) nm. Then

\[
L=0.0687\times0.302\times1.243\ \text{nm}=0.0258\ \text{nm},
\]

\[
DL=7.74\times10^{7}\ \text{nm}^3/\text{s}.
\]

For a wavelength of 10000 nm, \(q=6.283\times10^{-4}\) nm⁻¹ and

\[
\sigma=7.74\times10^7\times(6.283\times10^{-4})^3\ \text{s}^{-1}=0.0192\ \text{s}^{-1}.
\]

The decay time is about 52 s, and an amplitude of 5 nm falls to one tenth in about 120 s. Diagonalization at the same \(Lq\), with the depth shortened to \(12/q\) (still deep), also gives 0.0192 s⁻¹, with a relative shift of \(1.8\times10^{-5}\) when the mesh spacing is halved. With all else fixed, the decay time is 6.5 s at 5000 nm and 417 s at 20000 nm. Each doubling costs a factor of eight.

**Surface diffusion.** Trial values \(D_s=1.0\times10^{-5}\) cm²/s and \(\nu_s=1.0\) nm⁻² give \(\ell=1.1\) nm. Interface diffusion then adds a fraction \(7\times10^{-4}\) to the rate. The two channels would be equal at a wavelength of 6.9 nm. For a miscut of 3° and steps half a lattice constant high, the step spacing is 6.2 nm, so a continuum surface has lost its meaning there. With these values, the regime dominated by surface diffusion lies outside the theory.

**Conditions that hold well.** The melt depth of \(2\times10^6\) nm gives \(qH=1257\), and \(Lq=1.6\times10^{-5}\). The slope \(aq=0.0031\) implies a finite-slope loss of \(6\times10^{-6}\) in the isotropic calculation. That slope is 6% of the miscut slope, so the ripple does not expose the facet. The accompanying variation of the stiffness is not included, and its effect can exceed the isotropic loss.

**Corrections of order one per cent.** The melt displaced by the crystal already contains solute, which changes the balance by a relative amount of order \(\Omega c_0=0.021\). The Pb activity also changes with the Te fraction \(x\). In an ideal melt \(x(1-x)\) replaces \(x\) in the equilibrium condition, which raises the concentration response by the factor \((1-x)/(1-2x)=1.010\). Stirring matters less. A trial shear rate of 10 s⁻¹ is 0.008 of the diffusive rate \(Dq^2\), but reversing a uniform shear is only a reflection of \(x\), which cannot change the decay rate. The shear therefore enters that rate through the square of this ratio; to first order it only makes the ripple drift.

**Comparison with practice.** PbTe layers can be grown by liquid-phase epitaxy from lead-rich melts at several hundred degrees Celsius, and the inputs are meant for that regime. Real growth breaks the assumption of a surface held at rest. In the model, a speed of 31 nm/s stops the decay of the 10000 nm ripple, and 10 nm/s, a little over half a micrometre per minute, removes 33% of its decay rate. At 20000 nm the limiting speed is four times smaller, about 7.6 nm/s, so in the model steady growth at 10 nm/s amplifies that ripple. In a real melt, temperature gradients can shift this limit. So can the slope-dependent step kinetics of a vicinal surface when the melt flows along it. Both effects are left out here. The supply of solute is a further restriction: a steady linear profile across the full melt depth would need an excess concentration \(GH\) of about \(0.32c_0\) at 10 nm/s and about \(1.0c_0\) at 31 nm/s. Such supersaturation may cause crystals to form within the melt, which the model does not describe.

Attachment is the other large uncertainty. A coefficient \(k=0.19\) cm/s would halve the rate at 10000 nm, while a trial length \(D/k=100\) nm lowers it by 6%. Neither \(k\) nor the stiffness is computed here, and the rate is proportional to the stiffness. For a small miscut slope \(p\), a common form of the surface energy per projected area is \(f_0+\beta p+gp^3\), where \(\beta\) measures the step energy, taken equal for all step directions, and \(g\) the step interactions. Its second derivative with respect to slope is \(6gp\) for a ripple across the steps and \(\beta/p+3gp\) for one along them. The stiffness used here therefore reflects the step interactions, and a ripple along the steps can have a much larger one. The decay time of 52 s therefore illustrates the assumed stiffness in a quiet, saturated melt with fast attachment. It is not a prediction for a particular PbTe surface. Further digits in the numerical output serve only to check the arithmetic.

## Table of computed values

```
TESTS (dimensionless)
stiffness, energy derivative: 0.6999
stiffness, gamma + gamma'': 0.7000
exponent, surface diffusion: 3.998
exponent, deep phase: 3.000
exponent, shallow, closed: 3.996
exponent, shallow, reservoir: 2.004
exponent, slow attachment: 2.007
storage factor at Lq = 0.2: 0.9050
storage factor, formula: 0.9050
slope loss / (aq)^2: 0.624
fast layer, rate ratio: 1.04998
fast layer, parallel law: 1.05000
EXAMPLE INPUTS (rough or trial values)
temperature: 800 K
stiffness: 0.20 J/m^2
melt diffusivity D: 3.0e-05 cm^2/s
Te atomic fraction: 0.010
melt density: 10.4 g/cm^3
PbTe lattice constant: 0.65 nm
wavelength: 10000 nm
amplitude: 5.0 nm
melt depth: 2.0e+06 nm
EXAMPLE RESULTS
volume per PbTe unit: 0.0687 nm^3
Te concentration c0: 0.3023 nm^-3
capillary length Gamma: 1.243 nm
transport length L: 0.02580 nm
coefficient D L: 7.740e+07 nm^3/s
wavenumber q: 6.2832e-04 nm^-1
decay rate: 0.01920 1/s
decay rate, eigenvalue: 0.01920 1/s
relative shift on halving mesh: 1.8e-05
decay time at 5000 nm: 6.51 s
decay time at 10000 nm: 52.09 s
decay time at 20000 nm: 416.69 s
time to one tenth amplitude: 119.9 s
NEGLECTED EFFECTS
growth speed that stops decay: 30.6 nm/s
rate lost at 10 nm/s growth: 0.327
k that halves the rate: 0.188 cm/s
rate factor, D/k = 100 nm: 0.941
interface D_s: 1.0e-05 cm^2/s, nu_s: 1.0 nm^-2
length ell: 1.10 nm
interface/bulk rate ratio: 6.9e-04
equal-rate wavelength: 6.9 nm
stirring 10 1/s over D q^2: 8.4e-03
solute content Omega c0: 0.0208
solvent activity factor: 1.0102
ripple slope aq: 0.00314
finite-slope loss: 6.2e-06
slope / tan(3 deg miscut): 0.060
step spacing: 6.2 nm
depth qH: 1257
storage parameter Lq: 1.6e-05
```
